# Final-State Radiation and the Order-α Thrust Distribution

## Result and assumptions

Let an electron and a positron annihilate through one virtual photon into a fermion pair, $e^-e^+\to\gamma^*\to f\bar f$, with $f$ not an electron, and let one of the final fermions radiate a photon. In the centre-of-mass frame define

$$x_i=\frac{2E_i}{\sqrt s},\qquad x_1+x_2+x_3=2,$$

where 1, 2, 3 label $f$, $\bar f$ and the photon. Averaged over the orientation of the event, the rate relative to the cross section $\sigma_0$ without a photon is

$$\frac1{\sigma_0}\frac{d^2\sigma}{dx_1dx_2}=\frac{\alpha}{2\pi}F,\qquad F=\frac{x_1^2+x_2^2}{(1-x_1)(1-x_2)}.$$

The thrust distribution for $2/3<T<1$, with the photon counted in the thrust, is

$$\frac1{\sigma_0}\frac{d\sigma}{dT}=\frac{\alpha}{2\pi}D(T),$$

$$D=\frac{2(3T^2-3T+2)}{T(1-T)}\Lambda-\frac{3(3T-2)(2-T)}{1-T},\qquad \Lambda=\ln\frac{2T-1}{1-T}.$$

At this order no event lies below $T=2/3$.

The beams are unpolarized, final spins are summed, and all fermions are massless with charge $\pm1$ in units of $e$. For charge $Q$ the right-hand sides gain a factor $Q^2$, with $\sigma_0$ that of the same fermion. Radiation from the beams, its interference with final-state radiation, $Z$ exchange and higher orders are left out. Units have $\hbar=c=1$, the metric is $(+,-,-,-)$, and $e^2=4\pi\alpha$.

## Averaging over orientation

Let $p,p'$ be the beam momenta and $q=p+p'$. The squared amplitude is a contraction $L_{\mu\nu}H^{\mu\nu}$ times couplings and $1/s^2$ from the photon propagator. The beam tensor, summed over spins, is

$$L^{\mu\nu}=4\left[p^\mu p'^\nu+p'^\mu p^\nu-g^{\mu\nu}\frac s2\right].$$

With $p=\frac{\sqrt s}2(1,\mathbf n)$ and $p'=\frac{\sqrt s}2(1,-\mathbf n)$, the components are

$$L^{00}=4\left[\frac s2-\frac s2\right]=0,\qquad L^{0i}=0,\qquad L^{ij}=2s(\delta^{ij}-n^in^j).$$

Rotating the rigid event at fixed beam is equivalent to rotating the beam at fixed event. Phase space is rotationally invariant, so all directions $\mathbf n$ have equal weight and $\langle n^in^j\rangle=\delta^{ij}/3$. Thus

$$\langle L^{ij}\rangle=\frac{4s}{3}\delta^{ij}.$$

Current conservation, $q_\mu H^{\mu\nu}=0$ with $q=(\sqrt s,\mathbf 0)$, gives $H^{00}=0$. Then $\sum_iH^{ii}=-g_{\mu\nu}H^{\mu\nu}$, and

$$\langle L_{\mu\nu}H^{\mu\nu}\rangle=\frac{4s}{3}\left(-g_{\mu\nu}H^{\mu\nu}\right).$$

Before averaging, the rate for beam axis $\mathbf n$ relative to its average is

$$r(\mathbf n)=\frac32(1-h_n),\qquad h_n=\frac{n^iH^{ij}n^j}{\sum_kH^{kk}}.$$

Hence $F$ does not give the rate at a fixed orientation. For three perpendicular axes the $h_n$ add to 1, so the three values of $r$ average to 1.

## The process without a photon

Here $H_2^{\mu\nu}=4[k_1^\mu k_2^\nu+k_2^\mu k_1^\nu-g^{\mu\nu}k_1\cdot k_2]$. Since $g_{\mu\nu}g^{\mu\nu}=4$ and $2k_1\cdot k_2=s$,

$$-g_{\mu\nu}H_2^{\mu\nu}=-4(2-4)k_1\cdot k_2=4s.$$

The flux factor is $2s$, the initial spin average gives $1/4$, and massless two-body phase space is $1/(8\pi)$. Therefore

$$\sigma_0=\frac1{2s}\,\frac14\,\frac{e^4}{s^2}\,\frac{4s}{3}\,4s\,\frac1{8\pi}=\frac{e^4}{12\pi s}=\frac{4\pi\alpha^2}{3s}.$$

The orientation formula also reproduces the usual angular dependence. The spatial part is $H_2^{ij}=2s(\delta^{ij}-\hat k^i\hat k^j)$, so $h_n=(1-\cos^2\theta)/2$ and $r=\frac34(1+\cos^2\theta)$.

## The radiative amplitude

Energy-momentum conservation gives $(k_1+k_3)^2=(q-k_2)^2$. With the analogous relations,

$$a\equiv2k_1\cdot k_3=s(1-x_2),\quad b\equiv2k_2\cdot k_3=s(1-x_1),\quad c\equiv2k_1\cdot k_2=s(1-x_3),$$

and $a+b+c=s$. Write $P=k_1+k_3$ and $R=k_2+k_3$. With the emission coupling $e$ removed, the current is, up to a common phase,

$$M^{\alpha\mu}=\bar u(k_1)\left[\frac{\gamma^\alpha\slashed P\gamma^\mu}{a}-\frac{\gamma^\mu\slashed R\gamma^\alpha}{b}\right]v(k_2).$$

The index $\alpha$ belongs to the emitted photon. The relative minus sign arises because the internal line next to the antifermion carries momentum $-R$.

Both indices are conserved. The Dirac equation gives $\bar u(k_1)\slashed k_1=0$ and $\slashed k_2v(k_2)=0$. Hence $\bar u\slashed k_3\slashed P=\bar u\slashed P\slashed P=a\bar u$ and $\slashed R\slashed k_3v=\slashed R\slashed Rv=bv$, so

$$k_{3\alpha}M^{\alpha\mu}=\bar u\gamma^\mu v-\bar u\gamma^\mu v=0.$$

Likewise, $q=P+k_2=R+k_1$ gives $\slashed P\slashed qv=av$ and $\bar u\slashed q\slashed R=b\bar u$, hence $q_\mu M^{\alpha\mu}=0$.

The physical polarization sum can be written with a lightlike vector $n$ as

$$\sum_\lambda\epsilon^\alpha\epsilon^{*\beta}=-g^{\alpha\beta}+\frac{k_3^\alpha n^\beta+n^\alpha k_3^\beta}{k_3\cdot n}.$$

Its second part vanishes in the squared amplitude, so $-g^{\alpha\beta}$ may be used. The two minus signs, one for each pair of indices, cancel.

## The traces

In four dimensions

$$\gamma^\mu\slashed A\gamma_\mu=-2\slashed A,\quad \gamma^\mu\slashed A\slashed B\gamma_\mu=4A\cdot B,\quad \gamma^\mu\slashed A\slashed B\slashed C\gamma_\mu=-2\slashed C\slashed B\slashed A.$$

The square of the first diagram is

$$\frac1{a^2}\mathrm{Tr}[\slashed k_1\gamma^\alpha\slashed P\gamma^\mu\slashed k_2\gamma_\mu\slashed P\gamma_\alpha]=\frac4{a^2}\mathrm{Tr}[\slashed k_1\slashed P\slashed k_2\slashed P].$$

Using $k_1\cdot P=a/2$, $k_2\cdot P=(b+c)/2$ and $P^2=a$, this becomes

$$\frac{16}{a^2}\left[2\,\frac a2\,\frac{b+c}2-a\,\frac c2\right]=\frac{8b}{a}.$$

Exchange of $k_1$ and $k_2$ gives $8a/b$ for the second square. One interference term is

$$-\frac1{ab}\mathrm{Tr}[\slashed k_1\gamma^\alpha\slashed P\gamma^\mu\slashed k_2\gamma_\alpha\slashed R\gamma_\mu]
=\frac2{ab}\mathrm{Tr}[\slashed k_1\gamma^\alpha\slashed P\slashed R\gamma_\alpha\slashed k_2].$$

The remaining contraction gives $4P\cdot R$, and $\mathrm{Tr}[\slashed k_1\slashed k_2]=2c$. Also $P\cdot R=(a+b+c)/2=s/2$, because $k_3^2=0$. The term is therefore $8cs/(ab)$. Its complex conjugate contributes the same amount. In total

$$-g_{\mu\nu}H_3^{\mu\nu}=8\,\frac{a^2+b^2+2cs}{ab}.$$

Insert $c=s-a-b$ in the numerator:

$$a^2+b^2+2s^2-2sa-2sb=(s-a)^2+(s-b)^2=s^2(x_1^2+x_2^2).$$

The denominator is $ab=s^2(1-x_1)(1-x_2)$, so

$$-g_{\mu\nu}H_3^{\mu\nu}=8F.$$

**Soft-photon check.** For small $k_3$, the numerators reduce by $\bar u\slashed\epsilon\slashed k_1=2k_1\cdot\epsilon\,\bar u$ and $\slashed k_2\slashed\epsilon v=2k_2\cdot\epsilon\,v$. The amplitude without a photon is then multiplied by

$$\frac{k_1\cdot\epsilon}{k_1\cdot k_3}-\frac{k_2\cdot\epsilon}{k_2\cdot k_3}.$$

Its polarization-summed square is $2k_1\cdot k_2/[(k_1\cdot k_3)(k_2\cdot k_3)]\to4s/(ab)$. Multiplication by $4s$ gives $16s^2/(ab)$, which agrees with $8F$ when $x_1,x_2\to1$.

## Three-body phase space

Treat $f\bar f$ as a pair of mass $M$, with $M^2=s(1-x_3)$. Production of the pair and photon has phase space $(1-M^2/s)/(8\pi)=x_3/(8\pi)$. The pair decay has phase space $(1/8\pi)\,d\cos\theta/2$ after azimuthal integration, with $\theta$ measured in its rest frame from its direction of flight. Joining the stages gives

$$d\Phi_3=\frac{dM^2}{2\pi}\,\frac{x_3}{8\pi}\,\frac1{8\pi}\,\frac{d\cos\theta}{2}.$$

The pair has energy $\sqrt s(2-x_3)/2$ and momentum $\sqrt s\,x_3/2$. Boosting the fermion gives

$$x_1=\frac{2-x_3+x_3\cos\theta}{2},\qquad d\cos\theta=\frac{2\,dx_1}{x_3}.$$

Since $|dM^2|=s\,dx_3$, and $|dx_3|=|dx_2|$ at fixed $x_1$,

$$d\Phi_3=\frac{s}{128\pi^3}\,dx_1dx_2.$$

Flux, initial spins, photon propagator and the factor $4s/3$ cancel in the ratio to $\sigma_0$. What remains is

$$\frac1{\sigma_0}\frac{d^2\sigma}{dx_1dx_2}
=\frac{e^2\,(s/128\pi^3)\,8F}{4s/(8\pi)}
=\frac{e^2}{8\pi^2}F=\frac\alpha{2\pi}F.$$

## Thrust and its lower endpoint

Thrust is

$$T=\max_{\mathbf n}\frac{\sum_i|\mathbf p_i\cdot\mathbf n|}{\sum_i|\mathbf p_i|}.$$

The denominator is $\sqrt s$ for massless particles. For a chosen axis, the numerator is $\mathbf n\cdot\sum_i\eta_i\mathbf p_i$ with signs $\eta_i=\pm1$. Equal signs give zero by momentum conservation. Otherwise one particle $j$ has the opposite sign to the other two, and the signed sum is $\pm2\mathbf p_j$. The numerator is thus at most $2\max_j|\mathbf p_j|$. An axis along the largest momentum reaches this value, so

$$T=\max(x_1,x_2,x_3).$$

Three numbers adding to 2 have a maximum of at least $2/3$. Equality requires $x_1=x_2=x_3=2/3$, three equal momenta at $120^\circ$.

## Integration at fixed thrust

**Fermion hardest.** Set $x_1=T$. The conditions $x_2\le T$ and $x_3=2-T-x_2\le T$ give $2-2T\le x_2\le T$. Using $x^2/(1-x)=-x-1+1/(1-x)$,

$$A=\int_{2-2T}^{T}\frac{T^2+x^2}{(1-T)(1-x)}\,dx
=\frac1{1-T}\left[-(1+T^2)\ln(1-x)-x-\frac{x^2}{2}\right]_{2-2T}^{T}.$$

The logarithm contributes $(1+T^2)\Lambda$. The polynomial contributes

$$-(3T-2)-\frac{T^2-4(1-T)^2}{2}
=-(3T-2)\left[1+\frac{2-T}{2}\right],$$

because $T^2-4(1-T)^2=(3T-2)(2-T)$. Hence

$$A=\frac{(1+T^2)\Lambda-\frac12(3T-2)(4-T)}{1-T}.$$

The region with the antifermion hardest gives the same integral by symmetry.

**Photon hardest.** Set $x_3=T$, so $x_1+x_2=2-T$. With $u=1-x_1$ and $v=1-x_2=T-u$,

$$x_1^2+x_2^2=2-2(u+v)+(u+v)^2-2uv=1+(1-T)^2-2uv.$$

The variable $u$ runs from $1-T$ to $2T-1$, giving

$$C=\int_{1-T}^{2T-1}\left[\frac{1+(1-T)^2}{u(T-u)}-2\right]du.$$

The first integral follows from

$$\int_{1-T}^{2T-1}\frac{du}{u(T-u)}
=\frac1T\left[\ln\frac u{T-u}\right]_{1-T}^{2T-1}=\frac{2\Lambda}{T}.$$

Therefore

$$C=\frac{2[1+(1-T)^2]}{T}\Lambda-2(3T-2).$$

**Sum.** In $D=2A+C$, the coefficient of $\Lambda$ is

$$\frac{2[T+T^3+(1-T)(2-2T+T^2)]}{T(1-T)}
=\frac{2(3T^2-3T+2)}{T(1-T)}.$$

The remaining part is

$$-\frac{(3T-2)[(4-T)+2(1-T)]}{1-T}
=-\frac{3(3T-2)(2-T)}{1-T}.$$

This is the stated distribution.

## The two ends of the distribution

Near $T=2/3$, the three segments have length $3T-2$ and shrink to a point where $F=(8/9)/(1/9)=8$. Thus $D\simeq3\cdot8(3T-2)=72(T-2/3)$. The three particles are hardest with equal weight in this limit.

Near $T=1$, put $\delta=1-T$. Then

$$D\simeq\frac{4\ln(1/\delta)-3}{\delta}.$$

When the fermion is hardest, $2k_2\cdot k_3=s\delta$. The factor $1/\delta$ then reflects small antifermion-photon invariant mass. The logarithm is the integral of $dy/y$ with $y=1-x_2=x_3-\delta$ running from $\delta$ to $2T-1$. It is the soft-photon spectrum $dx_3/x_3$: each decade of photon energy between $x_3\approx2\delta$ and $x_3$ of order 1 contributes about equally. The photon-hardest part $C$ grows only logarithmically.

The integral of $D$ up to $T=1$ diverges. A finite total rate also needs the virtual correction, which sits at $T=1$. The mean of $1-T$ is finite at order $\alpha$: the extra factor $\delta$ leaves an integrable logarithm, and the virtual term has zero weight.

Fermion mass sets another limit. For a photon parallel to an energetic antifermion of speed $\beta$, $1-\beta\simeq m^2/(2E_2^2)$, so $2k_2\cdot k_3\simeq m^2E_3/E_2$ instead of zero. For comparable energies, the massless distribution therefore requires $1-T\gg m^2/s$. The part $C$ has a stricter limit. Its logarithm extends down to a fermion with $x=2\delta$, that is energy $\delta\sqrt s$, so its massless form requires $1-T\gg m/\sqrt s$. Since $C/D$ is small near $T=1$, this matters for $C$ and $C/D$ but little for $D$.

## Muon pairs at 20 GeV

Take $\sqrt s=20$ GeV and $\alpha$ at zero momentum transfer. Then $\alpha/(2\pi)=1.1614\times10^{-3}$ and $\sigma_0=217.1$ pb in the pure-photon model. At $x_1=0.9$, $x_2=0.7$, $x_3=0.4$,

$$F=\frac{0.81+0.49}{0.1\times0.3}=43.33,\qquad \frac\alpha{2\pi}F=0.0503.$$

The second number is a density in $x_1$ and $x_2$, not a probability. Relative to the orientation average, the rate is 1.269 for a beam in the event plane perpendicular to the photon, 0.981 for a beam along the photon, and 0.750 for a beam normal to the plane. Their mean is 1. At these energy fractions, the muon mass changes $-g_{\mu\nu}H_3^{\mu\nu}$ by $-1.8\times10^{-4}$ relative to its massless value.

At $T=0.8$, $\Lambda=\ln(0.6/0.2)=1.0986$. The pieces are

$$A=\frac{1.64\times1.0986-0.64}{0.2}=5.809,\qquad
C=2.6\times1.0986-0.8=2.056.$$

Hence $D=2A+C=13.67$ and $(1/\sigma_0)d\sigma/dT=0.01588$. The photon is hardest in a fraction $C/D=0.150$ of the events at this thrust. This lies between $1/3$ at the lower endpoint and zero as $T\to1$.

Integrating $D$ from $2/3$ to 0.8, 0.9 and 0.95 gives 0.767, 3.688 and 8.648. The corresponding fractions of $\sigma_0$ are 0.00089, 0.00428 and 0.01004. Below $T=0.9$ the cross section from final-state radiation alone is $217.1\times0.00428=0.93$ pb. This is not the rate of such events in a real collision. The omitted radiation from the beams carries the collinear logarithm $\ln(s/m_e^2)\approx21$ and lowers the mass of the virtual photon. With its photon counted in the thrust it is about twenty times larger below $T=0.9$, and it still exceeds the final-state part for photons at wide angles to the beam. These integrals increase with the upper limit simply because $D$ is positive. The growth of $D$ towards two-body kinematics shows in its average over each interval: about 29 between $T=0.8$ and 0.9, and about 99 between 0.9 and 0.95.

At order $\alpha$ the mean is

$$\langle1-T\rangle=1.1614\times10^{-3}\times1.5776=1.83\times10^{-3}.$$

For these muons $m^2/s=2.79\times10^{-5}$, so $1-T=0.05$ is still far above the mass scale relevant for $D$; it is about ten times $m/\sqrt s=5.3\times10^{-3}$, the scale relevant for $C$. The quoted digits describe the stated model; they do not estimate the omitted effects. The numerical output follows.

## Computed results

```
centre-of-mass energy = 20.0 GeV
muon mass = 0.105658 GeV
m^2/s = 2.7909e-05 (dimensionless)
alpha = 0.007297353 (dimensionless)
alpha/(2 pi) = 1.161410e-03 (dimensionless)
sigma0 = 217.136 pb
x1, x2, x3 = 0.90, 0.70, 0.40 (dimensionless)
F at this point = 43.33333 (dimensionless)
double distribution there = 0.050328 (dimensionless)
rate/average, beam in plane, perpendicular to photon = 1.26923 (dimensionless)
rate/average, beam normal to event plane = 0.75000 (dimensionless)
rate/average, beam along photon = 0.98077 (dimensionless)
relative mass correction there = -1.7749e-04 (dimensionless)
chosen thrust T = 0.80 (dimensionless)
logarithm at T = 1.098612 (dimensionless)
A, fermion hardest = 5.80862 (dimensionless)
C, photon hardest = 2.05639 (dimensionless)
D = 2A+C = 13.67363 (dimensionless)
photon-hardest share C/D = 0.15039 (dimensionless)
(1/sigma0) dsigma/dT = 0.015881 (dimensionless)
integral of D up to T=0.80 = 0.76686 (dimensionless)
fraction of sigma0 below T=0.80 = 0.000891 (dimensionless)
integral of D up to T=0.90 = 3.68750 (dimensionless)
fraction of sigma0 below T=0.90 = 0.004283 (dimensionless)
integral of D up to T=0.95 = 8.64768 (dimensionless)
fraction of sigma0 below T=0.95 = 0.010044 (dimensionless)
cross section below T=0.90 = 0.9299 pb
slope of D near T=2/3 = 72.000 (dimensionless)
(1-T)D at 1-T=1e-06 = 52.2620 (dimensionless)
integral of (1-T)D = 1.577603 (dimensionless)
mean 1-T at order alpha = 1.832243e-03 (dimensionless)
```
